How a quartic term shifts an oscillator's lowest transition

**Problem**

A particle of mass m moves along x in a potential that is harmonic near its minimum and stiffer further out:

H = H₀ + g x⁴, H₀ = p²/(2m) + mω²x²/2, g > 0.

The frequency ω is defined by the curvature of the potential at x = 0. It is not the frequency that a spectrometer would report.

(a) Estimate by scaling how far the transition energy from the ground level to the first excited level moves when g is small.

(b) Calculate the shift to first order in g, with m and ω held fixed, and compare it with the estimate.

(c) Find the size of the next term, and the effect of a cubic term c x³ in the potential.

(d) Evaluate the results for a heavy atom in an oversized cage, with m = 87.62 u, ħω = 4 meV and g = 200 meV/Å⁴. Decide whether the first-order result can be used at 5 K and at 300 K.

**First estimate by scaling**

The constants ħ, m and ω form one energy, ħω, and one squared length, ħ/(mω). It is convenient to use half of the latter,

s = ħ/(2mω).

A shift linear in g must therefore have the form

shift = C g s²,

where C is a pure number. Dimensional analysis cannot supply C, but the spread of the particle gives a rough value.

In a stationary state of H₀ the mean of xp + px does not change in time, which requires ⟨p²⟩/m = mω²⟨x²⟩. The kinetic and potential energies are then equal on average, and each is half of the level energy (n + ½)ħω:

mω²⟨x²⟩/2 = (n + ½)ħω/2.

Solving for the variance gives

⟨x²⟩ₙ = (2n + 1)ħ/(2mω) = (2n + 1)s.

Thus s is the variance of x in the ground state, and the first excited state has three times that variance. If ⟨x⁴⟩ is replaced by ⟨x²⟩², the estimated shift is

g[(3s)² − s²] = 8 g s².

The replacement ignores the fluctuation of x² about its mean. Since ⟨x⁴⟩ = ⟨x²⟩² + variance of x², it makes each level's rise too small. Its effect on the difference between two levels needs a calculation.

**Exact first-order coefficient**

Write W = x⁴ and let Eₙ⁰ be the levels of H₀. Expand a level as Eₙ⁰ + gE′ + g²E″, and its state as |n⟩ + g|χ⟩ + g²|φ⟩, with |χ⟩ and |φ⟩ chosen orthogonal to |n⟩. The terms linear in g in the Schrödinger equation are

H₀|χ⟩ + W|n⟩ = Eₙ⁰|χ⟩ + E′|n⟩.

Multiply from the left by ⟨n|. The terms in |χ⟩ vanish by orthogonality, which leaves

E′ = ⟨n|x⁴|n⟩.

The levels of a one-dimensional oscillator are distinct, so no choice among degenerate states arises.

The matrix element follows from the ladder operators:

x = √s (a + a†), a|n⟩ = √n |n−1⟩, a†|n⟩ = √(n+1) |n+1⟩.

One application of x gives

x|n⟩ = √s [√n |n−1⟩ + √(n+1) |n+1⟩].

A second application gives

x²|n⟩ = s{√n [√(n−1) |n−2⟩ + √n |n⟩] + √(n+1) [√(n+1) |n⟩ + √(n+2) |n+2⟩]}.

Collecting the two terms in |n⟩, with n + (n+1) = 2n+1,

x²|n⟩ = s[√(n(n−1)) |n−2⟩ + (2n+1)|n⟩ + √((n+1)(n+2)) |n+2⟩].

Because x² is Hermitian, ⟨n|x⁴|n⟩ is the squared length of this vector. The three component states are orthogonal, so their squared coefficients add:

⟨n|x⁴|n⟩ = s²[n(n−1) + (2n+1)² + (n+1)(n+2)]

= s²[(n² − n) + (4n² + 4n + 1) + (n² + 3n + 2)]

= s²(6n² + 6n + 3).

The ground level rises by 3gs² and the first excited level by 15gs². Their difference is the required shift:

E₁ − E₀ = ħω + 12gs² + O(g²) = ħω + 12g[ħ/(2mω)]² + O(g²).

For any neighbouring pair, the same formula gives

6g s²[(n+1)² + (n+1) − n² − n] = 12(n+1)g s².

Successive gaps therefore grow, and the ladder is no longer evenly spaced.

**Comparison of the two**

The estimate gave C = 8 and the calculation gives C = 12. The middle term (2n+1)² in the squared length is what the estimate kept. The two outer terms, n(n−1) + (n+1)(n+2) = 2n² + 2n + 2, are the variance of x² in units of s². This is 2 in the ground state and 6 in the first excited state, so the omitted fluctuation supplies the missing 4.

For large n, the ratio of ⟨x⁴⟩ to ⟨x²⟩² tends to 6n²/(4n²) = 3/2. A classical oscillation x = A cos ωt gives the same ratio, since the time averages of cos⁴ and cos² are 3/8 and 1/2, and (3/8)/(1/2)² = 3/2.

The scaling also shows where first order must fail. The relative shift is

12gs²/(ħω) = 3għ/(m²ω³),

which grows without limit as ω falls at fixed g and m. At the end of this range, ω = 0, there is no harmonic level to perturb. Balancing the kinetic energy ħ²/(mL²) against gL⁴ gives L⁶ = ħ²/(mg), and the level spacing then scales as gL⁴ = g^(1/3)(ħ²/m)^(2/3). This is not linear in g.

**The next term in g**

Multiply the linear equation by ⟨k|, with k ≠ n, to obtain

⟨k|χ⟩ = ⟨k|W|n⟩/(Eₙ⁰ − Eₖ⁰).

The terms in g² are

H₀|φ⟩ + W|χ⟩ = Eₙ⁰|φ⟩ + E′|χ⟩ + E″|n⟩.

Multiplying by ⟨n| leaves

E″ = ⟨n|W|χ⟩ = Σₖ |⟨k|W|n⟩|²/(Eₙ⁰ − Eₖ⁰), k ≠ n.

The elements of x⁴ are inner products of x²|k⟩ with x²|n⟩. For k = n+2 the two vectors share the components |n⟩ and |n+2⟩, and for k = n+4 they share |n+2⟩:

⟨n+2|x⁴|n⟩ = s²√((n+1)(n+2)) [(2n+1) + (2n+5)] = s²(4n+6)√((n+1)(n+2)),

⟨n+4|x⁴|n⟩ = s²√((n+1)(n+2)(n+3)(n+4)).

For n = 0 these are 6√2 s² and √24 s². For n = 1 they are 10√6 s² and √120 s². Neither state couples downward: the ground state has nothing below it, and x⁴ preserves parity, so it does not connect n = 1 to n = 0. The energy denominators are −2ħω and −4ħω, so the second-order level shifts are

n = 0: −(72/2 + 24/4)(gs²)²/(ħω) = −42(gs²)²/(ħω),

n = 1: −(600/2 + 120/4)(gs²)²/(ħω) = −330(gs²)²/(ħω).

The gap changes by −288(gs²)²/(ħω). Relative to the first-order shift this is −24gs²/(ħω), so first order is good when 24gs² is small compared with ħω.

**A cubic term**

The term c x³ changes parity, so its diagonal elements vanish and it has no first-order effect. At second order, apply x once more to the vectors x²|0⟩ and x²|1⟩:

x³|0⟩ = s^(3/2)[3|1⟩ + √6 |3⟩],

x³|1⟩ = s^(3/2)[3|0⟩ + 6√2 |2⟩ + 2√6 |4⟩].

The sum over states gives

n = 0: −(9/1 + 6/3)c²s³/(ħω) = −11c²s³/(ħω),

n = 1: (+9/1 − 72/1 − 24/3)c²s³/(ħω) = −71c²s³/(ħω).

The positive 9 comes from the ground state, which lies below the state being shifted and pushes it up. The gap changes by −60c²s³/(ħω). This cancels the first-order quartic shift when

60c²s³/(ħω) = 12gs², or c² = għω/(5s).

A measured transition energy therefore fixes g only if m and ω are known independently and the cubic term is known or is forbidden by symmetry.

**Numbers for an atom in a cage**

The given mass is that of strontium. The other parameters are rough choices for a strontium guest atom in a large cage of a germanium-based clathrate, and are not a computed potential of one compound. Numbers below are rounded after the calculation. First,

ħ²/(2m) = 0.02385 meV Å²,

s = [ħ²/(2m)]/(ħω) = 0.02385/4 = 0.00596 Å².

The root-mean-square zero-point displacement is √s = 0.077 Å. Then

gs² = 200 × (0.00596)² = 0.0071 meV.

The ground level rises by 0.021 meV and the first excited level by 0.107 meV. The transition rises by 0.085 meV, or 20.6 GHz as a frequency. The scaling estimate 8gs² would have given 0.057 meV.

The shift is 2.1 % of ħω and puts the transition at 4.085 meV. In this model, someone who took that energy for ħω would infer a curvature mω² too large by about 4 %, since the curvature varies as the square of the frequency at fixed mass.

The second-order term is −288 × (0.0071)²/4 = −0.0036 meV, about 4 % of the first-order shift. Diagonalizing the full Hamiltonian on a grid of 281 points between −1.6 and 1.6 Å, in a basis of sinc functions, gives a rise of 0.0820 meV. The first two orders together give 0.0817 meV.

A cubic coefficient of 30 meV/Å³, assumed here as an example of an asymmetric cage potential, would lower the gap by 0.0029 meV at second order in c. Mixed terms such as c²g are neglected in this figure. With the cubic and quartic terms diagonalized together, the lowering is 0.0024 meV. Complete cancellation at this order would need 164 meV/Å³.

**Temperature**

At 5 K, the Boltzmann factors of the computed levels put 99.99 % of the oscillators in the ground state. The lowest transition is then the relevant one. First order gives its shift to about 4 %, and its energy to about 0.1 %.

At 300 K, k_BT = 25.85 meV and many levels are occupied. Weight each transition n → n+1 by its squared matrix element of x and by the population difference of its two levels. For the harmonic oscillator this weight is proportional to (n+1)qⁿ, with q = exp(−ħω/k_BT). First-order changes in the weights do not move the mean, because they multiply the common energy ħω and the weights are normalized. The mean of n+1 is therefore what is needed. From

Σ (n+1)qⁿ = 1/(1−q)²,

multiplying by q and differentiating gives

Σ (n+1)²qⁿ = (1+q)/(1−q)³.

Their ratio is (1+q)/(1−q) = coth(ħω/2k_BT), and the mean shift to first order is

12gs² coth(ħω/2k_BT).

At 300 K this is 1.105 meV. The same weighted mean shift, taken from the levels and states of the grid calculation, is 0.673 meV. First order overstates the numerical shift by about 64 %, so it should not be used at this temperature, although it works well for the lowest transition.

**The model beside a real cage**

Clathrates are studied as thermoelectric materials, in which soft guest modes can help to keep lattice heat conduction low. They are meant for use at room temperature and above, where the low-temperature result does not apply. The model also assumes a single minimum at the cage centre. A guest that is small for its cage can sit off centre, and an expansion about a central harmonic level then fails. Diffraction studies report such a displacement for strontium in the large cage of Sr₈Ga₁₆Ge₃₀, so the numbers here borrow the mass and energy scale of that guest and do not describe its potential. A real guest also moves in more than one direction. Suppose that a second direction y is equally soft and the quartic term is g(x² + y²)². The cross term 2gx²y² then raises the x transition by

2g(3s·s − s·s) = 4gs² = 0.028 meV,

which is one third of the one-dimensional shift. The y⁴ term raises both levels equally and drops out. The two one-quantum states have opposite parity in x, so the perturbation does not mix them.

The cage also recoils. If its 24 atoms, at 72 u each, moved as a free rigid body of mass M = 1728 u, the mass in s would become the reduced mass mM/(m+M). At fixed ω and g, s would grow by the factor 1 + m/M = 1.051, and the shift would grow by its square, to 0.094 meV. If the curvature of the potential were held fixed instead, ω would rise as well, s² would vary as the inverse of the mass, and the shift would grow only to 0.090 meV. In that case ħω itself would rise by the factor √1.051, or 0.10 meV, which is more than the anharmonic shift. A cage bonded into a crystal is not a free body, so this is an indication of size.

Coupling to acoustic phonons, which broadens the transition and can shift it, is left out and has not been estimated here. For this reason the 0.085 meV is the first-order shift of an isolated model oscillator, and not a prediction of a resolved line in a clathrate.
